# Free off-shell electron self-energy at one loop in Feynman gauge, part 1

(Sections cited here and not found follow in the later parts.)

An electron of mass \(m\) carries a four-momentum \(p\) that need not satisfy \(p^2=m^2\), as happens for the Fourier components of a bound-state wave function. It emits a virtual photon and reabsorbs it, and no external field acts in between.

The units are \(\hbar=c=1\) with \(e^2=4\pi\alpha\). The metric is \((+,-,-,-)\), \(\slashed p=\gamma^\mu p_\mu\) is written \(\not p\), and \(\gamma^\mu\gamma^\nu+\gamma^\nu\gamma^\mu=2g^{\mu\nu}\). The electron propagator is \(i(\not k+m)/(k^2-m^2+i0)\), the photon propagator in Feynman gauge is \(-ig_{\mu\nu}/(q^2+i0)\), and the vertex is \(-ie\gamma^\mu\). Ultraviolet divergences are regulated in \(D=4-2\epsilon\) dimensions, where \(g^\mu{}_\mu=D\) and \(e^2\to e^2\mu^{2\epsilon}\), with \(\mu\) an arbitrary mass that keeps \(e\) dimensionless. The self-energy \(\Sigma\) is defined by calling the one-particle-irreducible diagram \(-i\Sigma\), so that the geometric series of insertions sums to \(i/(\not p-m-\Sigma)\). The distance from the mass shell is measured by
\[
\rho=\frac{m^2-p^2-i0}{m^2},
\]
and \(s=p^2\). The program whose tests are cited in the solutions is printed with its output after the text; it sets \(m=1\).

## (a) The loop integral and its Dirac structure

Write \(\Sigma(p)\) as a loop integral, carry out the contraction over the photon index in \(D\) dimensions, and determine which Dirac structures can occur.

### Solution

Let the photon carry \(q\) and the electron \(p-q\). The rules give
\[
-i\Sigma=\mu^{2\epsilon}\!\int\!\frac{d^Dq}{(2\pi)^D}\,(-ie\gamma^\mu)\,\frac{i(\not p-\not q+m)}{(p-q)^2-m^2+i0}\,(-ie\gamma^\nu)\,\frac{-ig_{\mu\nu}}{q^2+i0}.
\]
The constant factors are \((-ie)^2\cdot i\cdot(-i)=-e^2\). Dividing by \(-i\) gives \((-e^2)/(-i)=e^2/i=-ie^2\), so
\[
\Sigma=-ie^2\mu^{2\epsilon}\!\int\!\frac{d^Dq}{(2\pi)^D}\,\frac{\gamma^\mu(\not p-\not q+m)\gamma_\mu}{[(p-q)^2-m^2+i0]\,[q^2+i0]}. \tag{1}
\]
Contracting the anticommutation relation with \(g_{\mu\nu}\) gives \(2\gamma^\mu\gamma_\mu=2D\), so \(\gamma^\mu\gamma_\mu=D\). For a vector \(k\), the anticommutator gives \(\gamma^\mu\not k=2k^\mu-\not k\gamma^\mu\), and multiplying by \(\gamma_\mu\) from the right,
\[
\gamma^\mu\not k\gamma_\mu=2\not k-D\not k=-(D-2)\not k .
\]
The numerator of (1) is therefore \(Dm-(D-2)(\not p-\not q)\). The program tests both identities with explicit matrices in \(D=2,4,6\), which probes the dependence on \(D\) itself.

The integral of \(q^\mu\) over the two denominators is a Lorentz vector that can depend only on \(p\), so it is \(p^\mu\) times a function of \(p^2\). Hence \(\Sigma\) is a function of \(p^2\) times the unit matrix plus a function of \(p^2\) times \(\not p\), and no other structure occurs.

## (b) Reduction to one parameter integral

For \(p^2<m^2\), reduce (1) to a one-dimensional integral that is exact in \(D\). State where each manipulation is allowed.

### Solution

The identity
\[
\int_0^1\!\frac{dx}{[xA+(1-x)B]^2}=\frac{1}{A-B}\left(\frac1B-\frac1A\right)=\frac1{AB}
\]
combines the denominators. With \(A=q^2\) and \(B=(p-q)^2-m^2\),
\[
xq^2+(1-x)\left(q^2-2p\cdot q+p^2-m^2\right)=\ell^2-(1-x)^2p^2+(1-x)(p^2-m^2),\qquad \ell=q-(1-x)p .
\]
Taking out the factor \(1-x\), the remainder is \(-(1-x)[(1-x)p^2-p^2+m^2]\), so the denominator is \((\ell^2-M+i0)^2\) with
\[
M=(1-x)(m^2-xp^2).
\]
In the numerator, \(p-q=p-\ell-(1-x)p=xp-\ell\).

The change of variable from \(q\) to \(\ell\) needs a justification, because the term with \(\not q\) falls only as \(q^{-3}\). For \(2<D<3\) the Euclidean form of the integral converges absolutely at large \(q\) (which needs \(D<3\)) and at \(q\to0\) (where \(1/q^2\) needs \(D>2\)), and the shift is an ordinary substitution. Dimensional regularization is the analytic continuation in \(D\) from that range. For \(3<D<4\) the continuation agrees with integration over a ball of growing radius \(R\), since a shift changes such an integral by a surface term of size \(R^{D-1}R^{-3}=R^{D-4}\to0\). In exactly four dimensions the surface term is a finite constant times \(\not p\), which is one reason why the constants found in part (c) belong to a regularization scheme. After the shift the term linear in \(\ell\) is odd and integrates to zero.

For \(p^2<m^2\) and \(0<x<1\) one has \(m^2-xp^2>0\), so \(M>0\). The poles in \(\ell^0\) lie at \(\pm(\sqrt{\boldsymbol\ell^2+M}-i0)\), in the fourth and second quadrants, and the contour can be turned counterclockwise onto the imaginary axis. With \(\ell^0=i\ell^0_E\) one has \(d^D\ell=i\,d^D\ell_E\) and \(\ell^2=-\ell_E^2\). The area of the unit sphere in \(D\) dimensions is \(2\pi^{D/2}/\Gamma(D/2)\), and the substitution \(\ell_E^2=Mt\) turns the radial integral into a Beta function:
\[
\int_0^\infty\!\frac{\ell_E^{D-1}d\ell_E}{(\ell_E^2+M)^2}=\frac{M^{D/2-2}}2\int_0^\infty\!\frac{t^{D/2-1}dt}{(1+t)^2}=\frac{M^{D/2-2}}2\,\frac{\Gamma(D/2)\Gamma(2-D/2)}{\Gamma(2)} .
\]
Collecting factors, with \(2-D/2=\epsilon\) and \(\pi^{D/2}/(2\pi)^D=(4\pi)^{-D/2}=(4\pi)^{-2}(4\pi)^{\epsilon}\),
\[
\int\!\frac{d^D\ell}{(2\pi)^D}\frac1{(\ell^2-M+i0)^2}=\frac{i}{16\pi^2}\,\Gamma(\epsilon)(4\pi)^\epsilon M^{-\epsilon}.
\]
The factor \(-i\) in (1) and this \(i\) multiply to \(+1\), and \(e^2/16\pi^2=\alpha/4\pi\). Therefore
\[
\Sigma=\frac\alpha{4\pi}\left[D\,m\,B-(D-2)\not p\,V\right],\qquad
\begin{Bmatrix}B\\V\end{Bmatrix}=\Gamma(\epsilon)(4\pi\mu^2)^\epsilon\int_0^1\!dx\begin{Bmatrix}1\\x\end{Bmatrix}M^{-\epsilon}. \tag{2}
\]
The program tests (2) against a direct quadrature over the loop momentum, in the form derived in part (f), which uses neither the parameter \(x\) nor the shift. It does so at \(D=2.5,\,3,\,3.5\) and \(s=0.7\,m^2,\,-2\,m^2\), to a relative tolerance of \(10^{-9}\). At \(D=3.5\), \(s=-2m^2\), \(\mu=m\) both roads give \(B=7.62920472\).

## (c) The limit of four dimensions

Expand (2) about \(\epsilon=0\), using \(\Delta_\epsilon=1/\epsilon-\gamma_E+\ln4\pi+\ln(\mu^2/m^2)\). Find the mass shift \(\delta m\), defined as the value of \(\Sigma\) when \(\not p\) is replaced by \(m\) and \(\rho=0\). Decide in what sense \(\Sigma\) can be written as \(a(\rho)+\not p\,b(\rho)\) with finite functions, and find them.

### Solution

From \(\Gamma(\epsilon)=1/\epsilon-\gamma_E+O(\epsilon)\) and \(z^\epsilon=1+\epsilon\ln z+O(\epsilon^2)\),
\[
\Gamma(\epsilon)\left(\frac{4\pi\mu^2}{M}\right)^{\epsilon}=\Delta_\epsilon-\ln\frac M{m^2}+O(\epsilon).
\]
The numerator is \((4-2\epsilon)m-(2-2\epsilon)x\not p=(4m-2x\not p)+\epsilon(-2m+2x\not p)\). The second bracket multiplies the pole \(1/\epsilon\) and leaves a finite remainder:
\[
\Sigma=\frac\alpha{4\pi}\int_0^1\!dx\left\{(4m-2x\not p)\left[\Delta_\epsilon-\ln\frac M{m^2}\right]-2m+2x\not p\right\}+O(\epsilon). \tag{3}
\]
Put \(c=1-\rho=p^2/m^2\). Then \(\ln(M/m^2)=\ln(1-x)+\ln(1-cx)\), and four integrals are needed. With \(y=1-x\), \(\int_0^1\ln y\,dy=-1\) and \(\int_0^1 y\ln y\,dy=-\tfrac14\), so
\[
\int_0^1\ln(1-x)\,dx=-1,\qquad\int_0^1x\ln(1-x)\,dx=-1+\tfrac14=-\tfrac34 .
\]
For the other two, substitute \(u=1-cx\), so that \(x=(1-u)/c\), \(dx=-du/c\), and \(u\) runs between \(1\) and \(\rho\). The antiderivatives \(u\ln u-u\) and \(\tfrac12u^2\ln u-\tfrac14u^2\) give
\[
\int_\rho^1\ln u\,du=-1+\rho-\rho\ln\rho,\qquad\int_\rho^1u\ln u\,du=-\tfrac14+\tfrac14\rho^2-\tfrac12\rho^2\ln\rho .
\]
Hence
\[
\int_0^1\ln(1-cx)\,dx=-1-\frac{\rho\ln\rho}{1-\rho},
\]
\[
\int_0^1x\ln(1-cx)\,dx=\frac{1}{c^2}\left[-\tfrac34+\rho-\tfrac14\rho^2-\rho\left(1-\tfrac12\rho\right)\ln\rho\right]=-\frac{3-\rho}{4(1-\rho)}-\frac{\rho(2-\rho)\ln\rho}{2(1-\rho)^2},
\]
where \(-\tfrac34+\rho-\tfrac14\rho^2=-\tfrac14(3-\rho)(1-\rho)\) was used.

The coefficient of the unit matrix in (3), in units of \(\alpha/4\pi\), is
\[
m\left[4\Delta_\epsilon-4\left(-2-\frac{\rho\ln\rho}{1-\rho}\right)-2\right]=m\left[4\Delta_\epsilon+6+\frac{4\rho\ln\rho}{1-\rho}\right].
\]
The coefficient of \(\not p\), with \(\int_0^12x\,dx=1\), is
\[
-\Delta_\epsilon+1+2\left[-\frac34-\frac{3-\rho}{4(1-\rho)}-\frac{\rho(2-\rho)\ln\rho}{2(1-\rho)^2}\right]
=-\Delta_\epsilon-\frac{2-\rho}{1-\rho}-\frac{\rho(2-\rho)\ln\rho}{(1-\rho)^2},
\]
because \(1-\tfrac32=-\tfrac12\) and \(-\tfrac12-\frac{3-\rho}{2(1-\rho)}=-\frac{(1-\rho)+(3-\rho)}{2(1-\rho)}=-\frac{2-\rho}{1-\rho}\).

At \(\rho=0\) the product \(\rho\ln\rho\) vanishes, and setting \(\not p=m\) gives \(m(4\Delta_\epsilon+6)+m(-\Delta_\epsilon-2)\), that is
\[
\delta m=\frac\alpha{4\pi}\,m\,(3\Delta_\epsilon+4).
\]
A mass counterterm cancels \(\delta m\), after which \(m\) is the physical mass at this order.

The operator as a whole diverges, so it cannot be written with finite coefficient functions. The finite functions appear after the divergent terms are set apart. Of the scalar divergence \(4m\Delta_\epsilon\), the amount \(3m\Delta_\epsilon\) sits in \(\delta m\); the remaining \(m\Delta_\epsilon\) joins \(-\Delta_\epsilon\not p\) to form \(-\Delta_\epsilon(\not p-m)\). The scalar constant left over is \(6-4=2\). Thus
\[
\Sigma=\delta m-\frac\alpha{4\pi}\Delta_\epsilon(\not p-m)+\Sigma_R+O(\epsilon),\qquad\Sigma_R=\frac\alpha{4\pi}\left[a(\rho)+\not p\,b(\rho)\right], \tag{4}
\]
\[
a=2m\left[1+\frac{2\rho\ln\rho}{1-\rho}\right],\qquad b=-\frac{2-\rho}{1-\rho}\left[1+\frac{\rho\ln\rho}{1-\rho}\right]. \tag{5}
\]
Consistency with the definition of \(\delta m\) requires \(a(0)+mb(0)=0\), and indeed \(2m-2m=0\).

The split in (4) is a convention in one respect. Replacing \(\Delta_\epsilon\) by \(\Delta_\epsilon-C\) in the second term moves \(-C(\not p-m)\) into \(\Sigma_R\), so that \(a\to a+Cm\) and \(b\to b-C\). The combination \(a+mb\), all differences such as \(a(\rho)-a(1)\), and all nonanalytic terms are unaffected. The second term of (4) removes the pole with its standard constants at the scale \(m\); it is not the on-shell wave-function renormalization, which part (e) shows to be unavailable here.

The program evaluates (2) at \(\epsilon=10^{-9}\) with \(\mu^2=4m^2\), subtracts the divergent terms numerically and compares with (5) at \(\rho=0.1,\,0.97,\,1,\,3\) within \(10^{-6}\); it finds \(\delta m/(\alpha m/4\pi)-3\Delta_\epsilon=4.000000\).

## (d) The point \(p^2=0\), the signs and the deep spacelike limit

The expressions (5) have denominators that vanish at \(\rho=1\). Determine whether \(\rho=1\) is a singular point, find the zero of \(b\) for \(\rho>0\), and find the behaviour for \(\rho\to\infty\).

### Solution

Define
\[
h=\frac1c\left[1+\frac{\rho\ln\rho}{c}\right]=-\frac1c\int_0^1\ln(1-cx)\,dx ,
\]
where the second form is the integral of part (c). Then \(\rho\ln\rho/c=ch-1\), and with \(2-\rho=1+c\),
\[
a=m(-2+4ch),\qquad b=-(1+c)\,h .
\]
Expanding the logarithm, \(-\ln(1-cx)=\sum_{n\ge1}c^nx^n/n\), and integrating term by term,
\[
h=\sum_{n\ge1}\frac{c^{\,n-1}}{n(n+1)}=\frac12+\frac c6+\frac{c^2}{12}+\dots,
\]
which converges for \(|c|<1\), that is \(|p^2|<m^2\). The point \(p^2=0\) is regular, with \(a=-2m\) and \(b=-\tfrac12\); the numerical limit of (2) in the program gives \(-2.00000\,m\) and \(-0.50000\). The radius of convergence is set by the singularity at \(c=1\), the mass shell. The series is also the stable way to evaluate (5) numerically near \(\rho=1\), where the closed form is a difference of nearly equal terms.

For every real \(c<1\), \(-\ln(1-cx)\) has the sign of \(c\), so \(h>0\). The sign of \(b\) is then that of \(-(1+c)=\rho-2\), and its only zero for \(\rho>0\) is at \(\rho=2\), \(p^2=-m^2\). The position of this zero depends on the subtraction convention of part (c) and has no physical meaning.

For \(\rho\to\infty\), \(\rho/(1-\rho)\to-1\) and \((2-\rho)/(1-\rho)\to1\), so \(a\to m(2-4\ln\rho)\) and \(b\to\ln\rho-1\). In the full coefficient of \(\not p\) the combination \(-\Delta_\epsilon+\ln\rho\) contains \(-\ln(\mu^2/m^2)+\ln(-p^2/m^2)=\ln(-p^2/\mu^2)\), in which \(m\) has dropped out: off shell the massless limit is finite.

Values of (5) are as follows; the last two columns are used in part (e).

| \(\rho\) | \(a/m\) | \(b\) | \(\sigma_+/m\) | \(2\rho\ln\rho\) |
|---|---|---|---|---|
| 0.001 | 1.972341 | −1.987165 | −0.013830 | −0.013816 |
| 0.01 | 1.813933 | −1.916597 | −0.093058 | −0.092103 |
| 0.1 | 0.976629 | −1.570999 | −0.513751 | −0.460517 |
| 0.5 | −0.772589 | −0.920558 | −1.423522 | −0.693147 |
| 0.97 | −1.939391 | −0.520229 | −2.029497 | −0.059091 |
| 2 | −3.545177 | 0 | | |
| 5 | −6.047190 | 0.758848 | | |

Each entry for \(a\) and \(b\) is tested within \(10^{-9}\) against a four-dimensional momentum quadrature. That quadrature computes the convergent differences from \(\rho=1\), and the values at \(\rho=1\) are taken from the numerical limit of (2), rounded to five decimals, that is \(-2m\) and \(-\tfrac12\).

## (e) Behaviour at the mass shell

For \(0<p^2<m^2\), diagonalize \(\Sigma_R\) and expand its eigenvalues for \(\rho\to0^+\) through order \(\rho^2\) on the branch that contains the pole of the free propagator. What follows for the expansion of \(\Sigma\) about the mass shell and for the residue of the propagator? How does the nonanalytic term look at finite \(\epsilon\)?

The self-energy has been reduced to a parameter integral, and its finite part found in closed form once the mass shift and the remaining divergence are set apart. The behaviour at the mass shell, asked for in part (e), remains to be worked out, followed by the origin of the logarithm, the region above threshold, the gauge dependence and the hydrogen-like ground state.
